# Third-neighbour spring aliasing in a four-cell phonon supercell

**Question**

I am testing a finite-displacement phonon workflow on a chain whose answer I know. Equal masses $m$ sit at spacing $d$, with a spring $K_1=50$ N/m between first neighbours and $K_3=2$ N/m between third neighbours. There are no other springs. I displace one atom in a periodic four-cell supercell, read off the forces, and Fourier-interpolate the force constants to get the whole phonon branch.

At the wavevectors that fit the supercell, the frequencies agree with the infinite chain. Between them they do not: at one eighth of $2\pi/d$ I get 2.71 THz instead of 2.95 THz. The force constants also look odd. The first-neighbour one is $-52$ N/m, and I can't find the third-neighbour spring at all.

How can some frequencies be right if the force constants are wrong? Would better processing of the same forces repair the rest?

**Answer**

Your supercell measures sums of force constants. At the wavevectors that fit the cell, those sums are all you need. Elsewhere you need the separate terms, and the four-cell forces do not contain them.

**The infinite chain**

Let $u_j$ be the displacement of atom $j$ along the chain. For harmonic springs,

$$m\ddot u_j=K_1(u_{j+1}+u_{j-1}-2u_j)+K_3(u_{j+3}+u_{j-3}-2u_j).$$

Insert $u_j=Ae^{i(j\theta-\omega t)}$ with $\theta=qd$. The left side becomes $-m\omega^2u_j$, and $u_{j+r}+u_{j-r}=2\cos(r\theta)\,u_j$. Dividing by $-u_j$ gives

$$m\omega^2=2K_1(1-\cos\theta)+2K_3(1-\cos3\theta).\tag{1}$$

The same result follows from force constants, defined by $F_j=-\sum_R\Phi(R)\,u_{j-R}$. Comparison with the equation of motion gives

$$\Phi(0)=2(K_1+K_3),\quad \Phi(\pm1)=-K_1,\quad \Phi(\pm3)=-K_3,$$

with all others zero, and $m\omega^2=\sum_R\Phi(R)e^{-iR\theta}$.

**What the four-cell forces contain**

With periodic boundaries, displacing atom 0 also displaces its images at $\pm4,\pm8,\dots$ by the same amount. Per unit displacement, the force on atom $j$ is therefore $-\tilde\Phi(j)$, where

$$\tilde\Phi(j)=\sum_n\Phi(j+4n).\tag{2}$$

Term by term:

- $j=0$ collects $R=0,\pm4,\dots$, giving $2(K_1+K_3)=104$ N/m.
- $j=1$ collects $R=1,-3,5,\dots$, giving $-(K_1+K_3)=-52$ N/m.
- $j=2$ collects $R=\pm2,\dots$, giving zero.
- $j=3$ collects $R=3,-1,\dots$, giving $-52$ N/m again.

The third neighbour on the right and the first neighbour on the left are the same supercell atom. Your missing 2 N/m is inside the 52 N/m.

**Why the commensurate frequencies are exact**

Every integer $R$ can be written in one way as $R=j+4n$ with $j=0,1,2,3$. Hence

$$\sum_R\Phi(R)e^{-iR\theta}=\sum_{j=0}^{3}e^{-ij\theta}\sum_n\Phi(j+4n)e^{-4in\theta}.$$

If $4\theta$ is a multiple of $2\pi$, the last exponential is 1 and the inner sum is $\tilde\Phi(j)$. The supercell then gives the infinite-chain result at $\theta=0,\pm\pi/2,\pi$. This argument used no property of $K_1$ or $K_3$, so it holds for harmonic springs of any finite range.

Here the values of $m\omega^2$ are 0, 104 (twice) and 208 N/m. They agree with (1), which gives $2(K_1+K_3)$ at $\pm\pi/2$ and $4(K_1+K_3)$ at $\pi$.

**Why interpolation fails**

To go to other wavevectors you must decide which distance $R$ each folded constant belongs to. I use the usual nearest-image rule, with equal sharing when two images are equally near. It assigns $j=3$ to $R=-1$, so

$$m\tilde\omega^2=2(K_1+K_3)-(K_1+K_3)(e^{i\theta}+e^{-i\theta})=2(K_1+K_3)(1-\cos\theta).\tag{3}$$

Subtract (3) from (1). The $K_1$ terms cancel, and $\cos3\theta=4\cos^3\theta-3\cos\theta$ gives

$$\begin{aligned}
m\omega^2-m\tilde\omega^2&=2K_3(\cos\theta-\cos3\theta)\\
&=8K_3\cos\theta\,(1-\cos^2\theta)\\
&=8K_3\sin^2\theta\cos\theta.
\end{aligned}\tag{4}$$

For $K_3\neq0$ this vanishes only where $\sin\theta=0$ or $\cos\theta=0$, which are the commensurate points. For $K_3>0$ the interpolated branch is too low for $0<\theta<\pi/2$ and too high for $\pi/2<\theta<\pi$.

At your point, $\theta=\pi/4$, the error is $8\times2\times0.5\times0.707=5.66$ N/m. With $m=63.5$ u $=1.054\times10^{-25}$ kg, which reproduces your frequencies, the branch reads:

| $qd/2\pi$ | true (THz) | interpolated (THz) |
|---|---|---|
| 0.0625 | 1.556 | 1.379 |
| 0.125 | 2.946 | 2.705 |
| 0.25 | 4.998 | 4.998 |
| 0.375 | 6.426 | 6.531 |
| 0.5 | 7.069 | 7.069 |

To find the largest error in $m\omega^2$, put $c=\cos\theta$. The derivative of $c(1-c^2)$ vanishes at $c=\pm1/\sqrt3$, so the largest magnitude is $16|K_3|/(3\sqrt3)=6.16$ N/m, at $qd/2\pi=0.152$ and 0.348. The largest frequency error, $-0.24$ THz, lies at the smaller value 0.119. The reason is that $\omega-\tilde\omega=(\omega^2-\tilde\omega^2)/(\omega+\tilde\omega)$, and the denominator is smaller at long wavelength.

**The sound velocity**

For small $\theta$, $1-\cos r\theta\approx r^2\theta^2/2$. Equations (1) and (3) then give

$$v=d\sqrt{\frac{K_1+9K_3}{m}},\qquad \tilde v=d\sqrt{\frac{K_1+K_3}{m}}.$$

Under a uniform strain a third-neighbour spring stretches three times as far as a first-neighbour one. Its energy therefore carries a factor 9, which is lost when it is relabelled as a first-neighbour spring. With $d=0.18$ nm, $v=4571$ m/s and $\tilde v=3997$ m/s. Relative to the true value the error is $\sqrt{52/68}-1=-12.6\%$, although $K_3$ is only 4% of $K_1$. The frequency at $\theta=0$ is exact, but the slope there is not.

**Can the same forces be processed better?**

No, not without further information. A chain with springs $(50,2)$ N/m and one with $(52,0)$ N/m give identical four-cell forces but different branches. No procedure that sees only those forces can tell them apart.

This can hide an instability. Since $(1-c)(1+2c)^2=1+3c-4c^3=1-\cos3\theta$, equation (1) factorizes:

$$m\omega^2=2(1-\cos\theta)\left[K_1+K_3(1+2\cos\theta)^2\right].$$

As $\theta\to0$ the bracket tends to $K_1+9K_3$. Take $K_1>0$ and $-K_1<K_3<-K_1/9$. The true chain is then unstable at long wavelength, while (3) is positive at every $\theta\neq0$ in the zone. Keeping $K_1=50$ N/m and changing $K_3$ to $-6$ N/m, just past the limit of $-5.56$ N/m, gives a lowest true $m\omega^2$ of $-0.11$ N/m at $qd/2\pi=0.0379$. The four-cell interpolation gives $+2.48$ N/m there ($+2.43$ N/m at the nearest grid point, 0.0375, in the numerical output).

**What does repair it**

In an $N$-cell supercell, two force constants are merged when their distances differ by a multiple of $N$.

- $N=5$: $R=3$ merges with $R=-2$, so the spring is read as a second-neighbour one. The error in $m\omega^2$ is $2K_3(\cos2\theta-\cos3\theta)$, which reaches $4K_3=8$ N/m at $\theta=\pi$. That largest error is worse than the 6.16 N/m of four cells, although the sound-velocity error shrinks to $-7.6\%$. One more cell need not improve the whole branch. The zone edge does not fit five cells.
- $N=6$: $R=3$ and $R=-3$ merge into $-2K_3$. Equal sharing returns $-K_3$ to each, and the whole branch is exact.
- $N\ge7$: the distances $-3,\dots,3$ all fall on different atoms and are their own nearest images, so no sharing is needed.

If you know that only $K_1$ and $K_3$ are present, you can instead combine two small runs. A three-cell run contains $\theta=2\pi/3$, where $\cos\theta=-1/2$ and $\cos3\theta=1$, so (1) gives $m\omega^2=3K_1$. The four-cell run gives $4(K_1+K_3)=208$ N/m at $\theta=\pi$. Together they return 50 and 2 N/m. An unsuspected further spring can spoil this inference: a second-neighbour one, for example, adds to $m\omega^2$ at $\theta=2\pi/3$.

**How this compares with a real metal**

Your numbers are in the regime of longitudinal motion of (100) planes in copper, an interconnect metal. The planes are roughly 0.18 nm apart, the sound velocity is roughly 4 km/s, and the zone-edge frequency is roughly 7 THz. The model's zone edge is 7.07 THz, or 29.2 meV. The split into $K_1$ and $K_3$ is a choice, not a fit, so the 12.6% is a property of this chain and not a prediction for copper.

Real forces are not cut off at the third plane. Adding a fifth-neighbour spring of only 0.2 N/m, with the others fixed, raises the true sound velocity by 3.6%, because it enters with weight 25. Four cells fold it onto the first neighbour too, so the sum they see rises only from 52 to 52.2 N/m. In a calculation for a real metal, enlarge the supercell through several successive sizes until the interpolated branch, including its slope at $\theta=0$, stays unchanged to the accuracy you need. Agreement between two sizes is not proof: for your chain, two and four cells both give (3), and both are wrong. In a bulk, three-dimensional polar insulator a larger cell is not enough: the long-range electric field needs its own correction, because plain interpolation misses the longitudinal optical limit at $\theta\to0$ for every cell size.

Real forces are also anharmonic, and the exactness above assumed harmonic ones. As an estimate, replace the first-neighbour spring by a Morse bond of the same stiffness and a rough range parameter $\alpha=14$ /nm. Its restoring force at stretch $u$ is

$$\frac{K_1}{\alpha}\left(e^{-\alpha u}-e^{-2\alpha u}\right)=K_1u\left(1-\tfrac32\alpha u+\tfrac76\alpha^2u^2-\dots\right).$$

For $u=0.001$ nm, reading $K_1$ from the stretched bond after a one-sided displacement gives an error of $-2.1\%$; the compressed bond on the other side of the displaced atom gives $+2.1\%$. Averaging over $+u$ and $-u$ cancels the term linear in $\alpha u$ and leaves $+0.02\%$. Two-sided displacements remove nearly all of this error. In this chain every atom is a centre of inversion, so averaging the left and right constants of a single one-sided run does the same, and the symmetrized $m\omega^2$ is again off by only $+0.02\%$. Neither average touches the aliasing.

Temperature matters as well. For a chain of such Morse bonds alone, with every bond unbroken, at zero tension and 300 K, the classical stiffness $k_BT/\mathrm{var}(u)$, with $\mathrm{var}(u)$ the thermal variance of the bond stretch, is 9% below $K_1$. This is an isothermal stiffness. Put into the velocity formula at fixed $d$, it lowers $v$ by about 5%. Sound is normally adiabatic, and the adiabatic stiffness is higher than the isothermal one, so the actual lowering is smaller. Treat that as an order of size: a single line of atoms is not a crystal, and $h\nu/k_BT=1.13$ at the zone edge, so classical statistics are rough there. For these parameters the aliasing error is the larger of the two. The numerical output below gives the remaining values.

## Computed values

```
Mass: 63.5 u = 1.0544e-25 kg
Plane spacing d: 0.18 nm
Springs K1, K3: 50.0, 2.0 N/m
Four-cell force constants j=0..3 (N/m): [104. -52.   0. -52.]
Five-cell force constants j=0..4 (N/m): [104. -50.  -2.  -2. -50.]
Four-cell eigenvalues m w^2 (N/m): [  0. 104. 104. 208.]
q d/(2 pi) | true THz | interpolated THz | interpolated-true THz
  0.0000  0.0000  0.0000  +0.0000
  0.0625  1.5562  1.3790  -0.1772
  0.1250  2.9456  2.7051  -0.2405
  0.1875  4.0839  3.9272  -0.1567
  0.2500  4.9983  4.9983  +0.0000
  0.3333  6.0028  6.1217  +0.1189
  0.3750  6.4258  6.5306  +0.1049
  0.5000  7.0687  7.0687  +0.0000
Largest frequency error: -0.2411 THz
  at q d/(2 pi) = 0.1192
Largest error in m w^2: 6.1584 N/m
  at q d/(2 pi) = 0.1520 and 0.3480
Zone-edge phonon energy: 29.23 meV
True sound velocity: 4571.0 m/s
Interpolated sound velocity: 3997.3 m/s
Sound velocity error: -12.55 %
Supercell cells: largest |error in m w^2| (N/m)
  3: 8.0000
  4: 6.1583
  5: 8.0000
  6: 0.0000
  7: 0.0000
  8: 0.0000
Springs from 3- and 4-cell runs: 50.0000, 2.0000 N/m
Unstable case K3: -6.0 N/m; limit -K1/9: -5.556 N/m
  lowest true m w^2: -0.1121 N/m
  at q d/(2 pi) = 0.0375
  four-cell m w^2 there: 2.4314 N/m
Neglected fifth-neighbour spring: 0.2 N/m
  change of true sound velocity: +3.61 %
Morse range parameter: 14.0 /nm; displacement: 0.001 nm
  one-sided spring error: -2.077 %
  two-sided spring error: +0.0229 %
Temperature of use: 300 K; h nu/kT at zone edge: 1.13
  thermal bond-stiffness change: -9.3 %
  resulting velocity change, K1-only chain: -4.8 %
```
